# Fang-Howard wall slope triples roughness matrix element in a linear potential

A calculation of surface-roughness mobility needs the matrix element for scattering by small displacements of the channel wall. If the subband is described by a Fang-Howard function, there are two formulas to choose from: one uses the slope of the wave function at the wall, the other the mean force on the electron. For an eigenstate at a hard wall they agree. For the energy-optimised Fang-Howard function in a linear potential they differ by a factor of three. In the idealised InSb example below, the choice decides whether the roughness mobility at energy \(kT\) comes out near \(4.3\times10^5\) or \(4.8\times10^4\) cm²/Vs.

## The belief and its appeal

The belief is that a good variational function may be put into the slope formula at the cost of a small error. There is good reason to find this plausible. The Fang-Howard function is normalised, vanishes linearly at the wall and decays into the semiconductor. In a linear potential its optimised energy is only 5.9% above the true ground energy, and its overlap with the true ground state is 0.9835. A matrix element wrong by a few per cent would be acceptable.

Neither figure, however, controls the slope at one point. Write the normalised trial function as \(\psi=\cos\vartheta\,\psi_0+\sin\vartheta\,\chi\), where \(\psi_0\) is the true ground state and \(\chi\) is normalised and orthogonal to it. Since \(H\psi_0=E_0\psi_0\), the cross terms in the energy vanish, and

\[
\langle H\rangle-E_0=\sin^2\vartheta\,\bigl(\langle\chi|H|\chi\rangle-E_0\bigr),
\qquad
\psi'(0)=\cos\vartheta\,\psi_0'(0)+\sin\vartheta\,\chi'(0).
\]

The energy error is of second order in \(\sin\vartheta\), the slope error of first order. Here \(\cos\vartheta=0.9835\), so \(\sin\vartheta=0.18\), which is not very small. The size of the damage depends on \(\chi'(0)\), about which the energy says little. It has to be worked out.

## What the slope formula says

Let the electron have isotropic mass \(m\) and potential energy \(V(z)\) in the region \(z>0\), with an infinite barrier at \(z=0\). In the linear case \(V=eFz\), with \(e>0\) and \(F>0\), so the force pushes the electron towards the wall. Now displace the wall to \(z=\Delta(\mathbf r)\), where \(\mathbf r\) lies in the plane, and keep \(V\) fixed. The displacement is small compared with the subband width, and its slope is gentle.

The new state \(\Psi\), of energy \(E\), vanishes on the displaced wall. Continued smoothly to \(z=0\), it satisfies to first order

\[
0=\Psi(\mathbf r,\Delta)\simeq\Psi(\mathbf r,0)+\Delta\,\partial_z\Psi(\mathbf r,0),
\qquad
\Psi(\mathbf r,0)\simeq-\Delta\,\partial_z\Psi(\mathbf r,0).
\]

Let \(\Phi\) be a flat-wall state of energy \(E'\). Multiply the equation for \(\Psi\) by \(\Phi^*\), that for \(\Phi^*\) by \(\Psi\), subtract and integrate over \(z>0\). The potential cancels. Green's theorem, with outward normal along \(-z\) at the wall, gives

\[
(E-E')\langle\Phi|\Psi\rangle
=-\frac{\hbar^2}{2m}\int d^2r\,
\bigl[-\Phi^*\partial_z\Psi+\Psi\,\partial_z\Phi^*\bigr]_{z=0}.
\]

The first term vanishes because \(\Phi=0\) at the wall. Inserting \(\Psi(\mathbf r,0)\) in the second turns the sign positive:

\[
(E-E')\langle\Phi|\Psi\rangle
=\frac{\hbar^2}{2m}\int d^2r\,\Delta\,
\partial_z\Phi^*\,\partial_z\Psi .
\]

For an ordinary perturbation \(W\), the left side would equal \(\langle\Phi|W|\Psi\rangle\). The right side is therefore the effective matrix element. To first order \(\Psi\) may be replaced by a flat-wall state. For two plane waves in the same subband, \(e^{i\mathbf k\cdot\mathbf r}\psi(z)/\sqrt A\) and \(e^{i\mathbf k'\cdot\mathbf r}\psi(z)/\sqrt A\), with \(\psi\) real,

\[
M=G\,\Delta_{\mathbf q},\qquad
G=\frac{\hbar^2}{2m}\,\psi'(0)^2,\qquad
\Delta_{\mathbf q}=\frac1A\int d^2r\,\Delta(\mathbf r)e^{-i\mathbf q\cdot\mathbf r},
\]

where \(\mathbf q=\mathbf k'-\mathbf k\) and \(A\) is the area. The derivation used the Schrödinger equation for the flat-wall state, so \(\psi\) must be an eigenfunction.

## The force hidden in the slope

For any real normalised function that vanishes at the wall and at infinity, take \(H=-(\hbar^2/2m)d^2/dz^2+V\) and integrate by parts:

\[
\int_0^\infty\psi'H\psi\,dz
=-\frac{\hbar^2}{2m}\left[\frac{\psi'^2}{2}\right]_0^\infty
+\left[\frac{V\psi^2}{2}\right]_0^\infty
-\frac12\int_0^\infty V'\psi^2dz .
\]

The middle bracket is zero, and the first contributes \(+\hbar^2\psi'(0)^2/4m\). Multiplication by two gives

\[
\frac{\hbar^2}{2m}\psi'(0)^2
=\langle V'\rangle+2\int_0^\infty\psi'H\psi\,dz .
\]

For an eigenstate, \(H\psi=E\psi\), and the last integral is \(E\int\psi'\psi\,dz=E[\psi^2/2]_0^\infty=0\). Hence

\[
G=\langle V'\rangle ,\qquad\text{and for }V=eFz:\quad G=eF .
\]

In a stationary state the force exerted by the wall balances the mean force of the potential.

A uniform displacement confirms the linear result without any wave function. Put \(z=\Delta+s\). The potential becomes \(eFs+eF\Delta\), and the wall is at \(s=0\). The problem is the old one with every level raised by \(eF\Delta\).

Finite \(q\) can be tested with a corrugated wall \(\Delta=d\cos qx\). It couples the degenerate states with wave numbers \(\pm q/2\) through \(Gd/2\), which to leading order opens a gap \(Gd\). With the natural length \(\ell=(\hbar^2/2meF)^{1/3}\), a diagonalisation for \(d=0.05\,\ell\) and \(q=0.8/\ell\) gave \(G=0.9999\,eF\).

## Inserting the Fang-Howard function

The function is \(\psi=Nz\,e^{-bz/2}\). From \(\int_0^\infty z^2e^{-bz}dz=2/b^3\) follows \(N^2=b^3/2\). Its derivative is \(\psi'=N(1-bz/2)e^{-bz/2}\), so

\[
\int_0^\infty\psi'^2dz
=N^2\left(\frac1b-\frac{b}{b^2}+\frac{b^2}{4}\,\frac{2}{b^3}\right)
=\frac{N^2}{2b}=\frac{b^2}{4},
\qquad
\langle z\rangle=N^2\frac{6}{b^4}=\frac3b .
\]

The energy and its minimum are

\[
E(b)=\frac{\hbar^2b^2}{8m}+\frac{3eF}{b},
\qquad
\frac{dE}{db}=\frac{\hbar^2b}{4m}-\frac{3eF}{b^2}=0
\quad\Rightarrow\quad
b^3=\frac{12\,meF}{\hbar^2}.
\]

The second derivative is positive for \(b>0\), so this is a minimum. At the wall \(\psi'(0)^2=N^2=b^3/2\). The slope formula therefore returns

\[
G_{\rm FH}=\frac{\hbar^2}{2m}\,\frac{b^3}{2}
=\frac{\hbar^2b^3}{4m}=3eF .
\]

The factor three does not depend on the mass or the field. The slope itself is too large by \(\sqrt3\).

The identity of the previous section locates the fault. The true mean force is \(\langle V'\rangle=eF\) for this function too, because it is normalised. The surplus \(2eF\) is the term \(2\int\psi'H\psi\,dz\), which would vanish for an eigenstate. A sign of the failure is visible at the wall. An eigenstate obeys \(\psi''=(2m/\hbar^2)(V-E)\psi\), which gives \(\psi''(0)=0\) when \(V\) is finite there. The Fang-Howard function has \(\psi''(0)=-b\,\psi'(0)\): it starts too steeply and bends over at once.

One might instead choose \(b\) so that the slope comes out right. This requires \(b^3=4meF/\hbar^2\), a third of the optimal value. The mean distance \(3/b\) then grows by \(3^{1/3}=1.44\), and the energy error rises from 5.9% to 18.8% of the true ground energy. One parameter cannot serve both purposes well.

The cure is to keep the optimised function and use \(G=\langle V'\rangle\), or else to use a numerical eigenstate in the slope formula. In a linear potential any normalised function gives the correct mean force. In a nonlinear one, \(\langle V'\rangle\) inherits some error from the trial density, but it samples a force averaged over the layer instead of a derivative at one point. For \(V\propto z^2\), for example, the optimised function gives a mean force only 1% too large, while the slope formula is too large by a factor of about four.

## From the matrix element to the rate

Let the roughness have rms height \(\Delta_0\) and correlation function \(\Delta_0^2e^{-r^2/L^2}\). Its power spectrum is \(S(q)=\pi\Delta_0^2L^2e^{-q^2L^2/4}\), and the average of \(|\Delta_{\mathbf q}|^2\) is \(S(q)/A\). The golden rule for momentum relaxation in a parabolic subband, without screening, is

\[
\frac1\tau=\frac{2\pi}{\hbar}\,\frac{A}{4\pi^2}
\int k'dk'\,d\theta\;\frac{G^2S(q)}{A}(1-\cos\theta)\,
\delta(\varepsilon_k-\varepsilon_{k'}).
\]

With \(k'dk'=(m/\hbar^2)\,d\varepsilon_{k'}\), the energy integral leaves \(k'=k\) and

\[
\frac1\tau=\frac{mG^2}{2\pi\hbar^3}
\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta ,
\qquad q^2=2k^2(1-\cos\theta).
\]

Define \(a=k^2L^2/2\). The exponential is then \(e^{-a}e^{a\cos\theta}\). The integrals of \(e^{a\cos\theta}\) and \(e^{a\cos\theta}\cos\theta\) over a full turn are \(2\pi I_0(a)\) and \(2\pi I_1(a)\), with \(I_n\) the modified Bessel functions. Therefore

\[
\frac1\tau=\frac{\pi mG^2\Delta_0^2L^2}{\hbar^3}\,
e^{-a}\bigl[I_0(a)-I_1(a)\bigr].
\]

If roughness, mass, energy and screening are held fixed, replacing \(eF\) by \(3eF\) multiplies the rate by nine and divides the mobility by nine.

## An InSb layer at 77 K

Take a weakly filled inversion layer on p-type InSb under a thick oxide, with rough typical values: \(m=0.014\,m_e\), \(F=0.02\) MV/cm, \(\Delta_0=1\) nm and \(L=10\) nm. The field corresponds to \(eF=2\) meV/nm. The length \(\ell\) is 11.1 nm, the ground energy 51.8 meV, and the mean distance from the wall 17.3 nm.

At kinetic energy \(kT=6.635\) meV the wave number is \(k=0.04938\) nm⁻¹, so

\[
a=\tfrac12(0.04938\times10)^2=0.122,\qquad
e^{-a}[I_0(a)-I_1(a)]=0.834 .
\]

From \(kT=\hbar^2k^2/2m\) one has \(m/\hbar^2=k^2/2kT=0.184\) eV⁻¹nm⁻². The correct matrix element then gives

\[
\frac{\hbar}{\tau}
=\pi(0.184)(0.002)^2(1)^2(10)^2(0.834)\ \text{eV}
=1.93\times10^{-4}\ \text{eV},
\]

or \(1/\tau=2.93\times10^{11}\) s⁻¹. A direct sum of the golden rule over a two-dimensional grid of final states, with the delta function broadened to 3% of \(kT\), gives the same value to the digits shown. The mobility \(e\tau/m\) at this energy is \(4.3\times10^5\) cm²/Vs. With the Fang-Howard slope, \(G=6\) meV/nm, the rate is \(2.63\times10^{12}\) s⁻¹ and the mobility \(4.8\times10^4\) cm²/Vs. These are roughness-limited values at one energy, not thermal averages or total mobilities.

## When the factor is no longer three

The linear potential assumes that the field comes from distant depletion charge. Let the depletion density per area be \(N_d\), the electron density \(N_s\), and the semiconductor permittivity \(\varepsilon\). Neglect image charges, and write \(P(z)\) for the probability of finding an electron between the wall and \(z\). In the Hartree approximation

\[
V'(z)=\frac{e^2}{\varepsilon}\bigl[N_d+N_s(1-P)\bigr],
\qquad
\langle V'\rangle=\frac{e^2}{\varepsilon}\left(N_d+\frac{N_s}{2}\right),
\]

because \(\int(1-P)\psi^2dz=\int_0^1(1-P)\,dP=\tfrac12\). This is \(G\) for the self-consistent eigenstate.

For the Fang-Howard function, \(1-P=e^{-u}(1+u+u^2/2)\) with \(u=bz\). The mean electron-electron potential energy is, after one integration by parts,

\[
\frac{e^2N_s}{\varepsilon}\int_0^\infty(1-P)^2dz
=\frac{e^2N_s}{\varepsilon b}
\left(\frac12+\frac12+\frac12+\frac38+\frac3{16}\right)
=\frac{33}{16}\,\frac{e^2N_s}{\varepsilon b}.
\]

The total energy per electron contains half of this, so that pairs are not counted twice:

\[
E=\frac{\hbar^2b^2}{8m}+\frac{e^2}{\varepsilon b}
\left(3N_d+\frac{33}{32}N_s\right)
\ \Rightarrow\
\frac{\hbar^2b^3}{4m}=\frac{3e^2}{\varepsilon}
\left(N_d+\frac{11}{32}N_s\right).
\]

The ratio of the misused to the correct matrix element is therefore

\[
\frac{G_{\rm FH}}{G}=\frac{3(N_d+11N_s/32)}{N_d+N_s/2}.
\]

It falls from 3 at low electron density to \(33/16=2.06\) when the electrons supply all the field. The rate ratio then falls from 9 to 4.3, other settings being equal. A numerical self-consistent solution for \(N_d:N_s=0.3:1\) gave 2.413, against 2.414 from the formula. In the InSb example, with \(N_s=2\times10^{10}\) and \(N_d=1.86\times10^{11}\) cm⁻², the ratio is 2.95.

Screening also depends on the wave function. In a static estimate with the long-wavelength polarisability, it reduces the correct rate to 0.82 of its unscreened value. If each function supplies its own form factor, the rate ratio becomes 9.2 instead of 9. The long-wavelength value overstates the screening at large angles, where \(q\) approaches \(2k\); with the \(q\)-dependent polarisability at 77 K the two figures become 0.86 and 9.1.

A rough boundary between dielectrics adds a potential besides the wall term. Let the permittivities of semiconductor and oxide be \(\varepsilon_s\) and \(\varepsilon_i\). The flat-boundary potential energies are \(eFz\) and \((\varepsilon_s/\varepsilon_i)eFz\). For a displacement \(\Delta\cos qx\), add \(U_s\cos qx\,e^{-qz}\) in the semiconductor and \(U_i\cos qx\,e^{qz}\) in the oxide. Continuity of the potential and of the normal displacement field gives, to first order,

\[
U_s+eF\Delta=U_i+\frac{\varepsilon_s}{\varepsilon_i}eF\Delta,
\qquad
-\varepsilon_sU_s=\varepsilon_iU_i
\ \Rightarrow\
U_s=eF\Delta\,\frac{\varepsilon_s-\varepsilon_i}{\varepsilon_s+\varepsilon_i}.
\]

Its matrix element carries the factor \(\langle e^{-qz}\rangle\). For scattering through 90° in the example, with permittivities 16.8 and 3.9 relative to vacuum, the extra term is \(0.21\,eF\). Holding it fixed in both calculations changes the ratio of total matrix elements to \((3+0.213)/(1+0.213)=2.65\). The wall term is still wrong by three, but the total is wrong by less. Over all scattering angles, without screening, the extra term raises the correct rate in the example by about 40% and lowers the rate ratio from 9 to 7.2.

## How far the example resembles InSb

The small mass and narrow gap are characteristic of InSb, but the other inputs are only representative. With band bending equal to a gap of 0.23 eV, the field implies about \(8\times10^{15}\) acceptors per cm³; purer material would have a lower depletion field. The depletion layer is then about 230 nm thick, so the field is not quite constant across the channel. From this curvature alone, the mean force is about 8% below \(eF\), which raises the correct mobility by some 17%, and the ratio of matrix elements falls from 3 to 2.9. The electrons' own field at \(N_s=2\times10^{10}\) cm⁻² acts the other way and adds about \(N_s/2N_d\approx5\%\) of \(eF\). With both effects the mean force is about 2% below \(eF\), and the mobility about 5% above the value for the linear potential. A roughness height of 1 nm is large beside the few tenths of a nanometre associated with good silicon-oxide interfaces, and the rate varies as \(\Delta_0^2\). Nonparabolicity raises the mass by roughly 15% at the subband bottom and 20% at energy \(kT\), in a two-band estimate. With the matrix element held fixed, this lowers the mobility at that energy by about 30%, because the mass enters both the rate and \(e\tau/m\). The least secure assumption is the hard wall. For a 3 eV barrier and an oxide mass of \(0.4\,m_e\), a one-band estimate replaces \(\psi(0)=0\) by \(\psi(0)=\lambda\psi'(0)\), with \(\lambda=5.1\) nm, and lowers the ground energy from 51.8 to 42.8 meV. A treatment with coupled bands could change this estimate.

The soft wall also limits the slope formula for a true eigenstate. Repeating the integration by parts with \(\psi(0)\ne0\), and neglecting the small probability inside the oxide, gives

\[
\frac{\hbar^2}{2m}\psi'(0)^2+E\,\psi(0)^2=eF .
\]

In this estimate the slope term supplies only \(0.71\,eF\). If the linear potential continues through the oxide and the barrier step moves rigidly with the wall, the translation argument still gives a level shift of \(eF\Delta\). The mean force therefore remains the safer starting point for this light-mass channel, while the slope alone would now be too small even with the correct wave function.

## Numbers as computed

```
SCALED MODEL (length ell, energy eF*ell)
G/eF, true eigenstate: 1.000000
G/eF, from Bragg gap of corrugated wall: 0.99991
G/eF, optimised Fang-Howard in slope formula: 3.000000
residual term/eF for Fang-Howard: 2.000000
optimal b*ell: 1.81712
true ground energy: 2.33811
Fang-Howard energy: 2.47645
Fang-Howard energy error: 5.92 %
overlap with true state: 0.98350
wall slope ratio: 1.73205
energy error if b is retuned to the slope: 18.81 %
Hartree test Nd:Ns=0.3:1, computed ratio: 2.4132
Hartree test, formula ratio: 2.4141
ratio with electron charge only: 2.0625
InSb EXAMPLE (rough typical inputs)
mass: 0.014 m_e
field: 0.02 MV/cm
temperature: 77 K
band gap: 0.23 eV
permittivities, InSb and oxide: 16.8, 3.9
roughness height, correlation length: 1.0, 10.0 nm
electron density: 2e+10 cm^-2
oxide barrier, oxide mass: 3.0 eV, 0.4 m_e
length ell: 11.08 nm
mean distance from wall: 17.27 nm
true ground energy: 51.82 meV
Fang-Howard energy: 54.88 meV
kT: 6.635 meV
wave number at energy kT: 0.04938 nm^-1
correct G: 2 meV/nm
misused Fang-Howard G: 6 meV/nm
correct rate at kT: 2.927e+11 s^-1
golden-rule sum on grid: 2.927e+11 s^-1
misused rate at kT: 2.634e+12 s^-1
rate ratio: 9.0000
correct roughness mobility at kT: 4.29e+05 cm2/Vs
misused roughness mobility at kT: 4.77e+04 cm2/Vs
NEGLECTED EFFECTS
depletion density: 1.86e+11 cm^-2
G ratio with electron self-field: 2.952
acceptor density implied: 8.1e+15 cm^-3
field drop at mean distance: 7.5 %
nonparabolic mass increase: 15 %
upper-subband population: 0.29 %
band-to-band tunnelling exponent: 26.3
soft-wall length, one-band estimate: 5.09 nm
soft-wall ground energy: 42.8 meV
soft-wall slope term/eF: 0.710
dielectric-roughness term/eF at 90 degrees: 0.213
total matrix-element ratio with it: 2.649
image force/eF at mean distance: 0.022
screened/unscreened correct rate: 0.821
rate ratio with separate screening: 9.166
```
